# LO-TO splitting in an elemental crystal: trigonal selenium: verification in Python

```python
"""Born charges and LO-TO splitting in an elemental crystal.

Result under test: identical atoms may carry nonzero Born tensors Z.
They vanish for one or two atoms per primitive cell, but the trigonal
selenium structure (three atoms) allows Zxx=-Zyy, Zyz, Zzy, and its A2
and E modes split by (4 pi K/Omega)(q.Z)(q.Z)/(M q.eps.q).
Z[atom][a,b]: dipole along a per displacement along b, in units of e.
eps: electronic dielectric tensor; K = e^2/(4 pi eps0); Omega: cell volume.
Units: nm, eV, atomic mass unit; frequencies are printed in cm^-1.
Electrons: orthogonal tight binding with hops that depend on distance.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

K = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9          # eV nm


class Crystal:
    def __init__(self, lattice, tau, ion, hop, cutoff, s_level=None,
                 site_shift=None, skip=(0, 0), sp_dipole=0.0):
        self.lattice, self.tau = np.array(lattice), np.array(tau)
        self.recip = 2 * np.pi * np.linalg.inv(self.lattice).T
        self.volume = abs(np.linalg.det(self.lattice))
        self.ion, self.hop = np.array(ion, float), hop
        self.na = len(tau)
        self.first = 1 if s_level is None else 0      # 1: p orbitals only
        self.no = 4 - self.first
        self.nocc = int(round(self.ion.sum())) // 2
        i_list, j_list, d_list = [], [], []
        for cell in itertools.product(range(-2, 3), repeat=3):
            for i in range(self.na):
                for j in range(self.na):
                    d = self.tau[j] + np.array(cell) @ self.lattice - self.tau[i]
                    r = np.linalg.norm(d)
                    if 1e-6 < r < cutoff and not skip[0] < r < skip[1]:
                        i_list.append(i)
                        j_list.append(j)
                        d_list.append(d)
        self.i, self.j = np.array(i_list), np.array(j_list)
        self.d = np.array(d_list)
        one = np.zeros(4)
        one[0] = 0.0 if s_level is None else s_level
        shift = np.zeros(self.na) if site_shift is None else np.array(site_shift)
        self.levels = np.tile(one[self.first:], self.na) + np.repeat(shift, self.no)
        self.dip = []                                 # intra-atomic s-p dipole
        for a in range(3):
            m = np.zeros((4, 4))
            m[0, a + 1] = m[a + 1, 0] = sp_dipole
            self.dip.append(np.kron(np.eye(self.na), m[self.first:, self.first:]))

    def hops(self, d):
        """Slater-Koster blocks between an atom at 0 and an atom at d."""
        h = self.hop
        r = np.linalg.norm(d, axis=1)
        l = d / r[:, None]
        t = np.zeros((len(d), 4, 4))
        t[:, 0, 0] = h["ss"]
        t[:, 0, 1:] = h["sp"] * l
        t[:, 1:, 0] = -h["sp"] * l
        t[:, 1:, 1:] = ((h["sigma"] - h["pi"]) * l[:, :, None] * l[:, None, :]
                        + h["pi"] * np.eye(3))
        t *= np.exp((h["d0"]**2 - r**2) / h["w"]**2)[:, None, None]
        return t[:, self.first:, self.first:]

    def bloch(self, k, vec, t):
        out = np.zeros((len(k), self.na, self.no, self.na, self.no), complex)
        phase = np.exp(1j * k @ vec.T)
        for n in range(len(vec)):
            out[:, int(self.i[n]), :, int(self.j[n]), :] += (
                phase[:, n, None, None] * t[n])
        return out.reshape(len(k), self.na * self.no, self.na * self.no)

    def grid(self, mesh):
        axes = [np.arange(n) / n for n in mesh]
        g = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
        return g @ self.recip

    def response(self, mesh):
        """Static responses among positions, displacements, site numbers."""
        k, t = self.grid(mesh), self.hops(self.d)
        e, v = np.linalg.eigh(self.bloch(k, self.d, t) + np.diag(self.levels))
        occ = v[:, :, :self.nocc]
        emp = v[:, :, self.nocc:].conj().transpose(0, 2, 1)
        de = e[:, self.nocc:, None] - e[:, None, :self.nocc]
        assert de.min() > 0.05
        ops = []
        for a in range(3):
            vel = self.bloch(k, self.d, 1j * self.d[:, a, None, None] * t)
            ops.append(-1j * (emp @ (vel @ occ)) / de + emp @ (self.dip[a] @ occ))
        step = 2e-6
        dt = [(self.hops(self.d + step * x) - self.hops(self.d - step * x))
              / (2 * step) for x in np.eye(3)]
        for m in range(self.na):
            sign = (self.j == m).astype(float) - (self.i == m)
            for b in range(3):
                dh = self.bloch(k, self.d, sign[:, None, None] * dt[b])
                ops.append(emp @ (dh @ occ))
        for m in range(self.na):
            mask = np.repeat(np.arange(self.na) == m, self.no).astype(float)
            ops.append(emp @ (mask[:, None] * occ))
        flat = np.array(ops).reshape(len(ops), -1)
        resp = -4 / len(k) * ((flat / de.ravel()).conj() @ flat.T).real
        gap = e[:, self.nocc:].min() - e[:, :self.nocc].max()
        return resp, self.population(v), gap

    def population(self, v):
        w = 2 * (abs(v[..., :self.nocc])**2).sum(-1)
        w = w.reshape(-1, self.na, self.no).sum(-1)
        return w.mean(0)

    def born(self, resp, pop):
        return np.array([(self.ion[m] - pop[m]) * np.eye(3)
                         - resp[:3, 3 + 3 * m:6 + 3 * m] for m in range(self.na)])

    def epsilon(self, resp):
        return np.eye(3) - 4 * np.pi * K / self.volume * resp[:3, :3]

    def charging(self, resp, u):
        """Let each site level follow its own electron number with slope u."""
        n = slice(-self.na, None)
        kernel = u * np.linalg.inv(np.eye(self.na) - u * resp[n, n])
        return resp + resp[:, n] @ kernel @ resp[n, :]

    def strings(self, axis, mesh, move, shift):
        """Bands and neighbour overlaps along one reciprocal direction."""
        vec = self.d - (self.tau[self.j] - self.tau[self.i])
        t = self.hops(self.d + move[self.j] - move[self.i])
        h = self.bloch(self.grid(mesh), vec, t)
        e, v = np.linalg.eigh(h + np.diag(self.levels + np.repeat(shift, self.no)))
        size = self.na * self.no
        e, v = e.reshape(*mesh, size), v.reshape(*mesh, size, size)
        b = self.recip[axis] / mesh[axis]
        phase = np.repeat(np.exp(-1j * (self.tau + move) @ b), self.no)
        nxt = phase[:, None] * np.roll(v, -1, axis=axis)
        return e, v, v.conj().swapaxes(-1, -2) @ nxt

    def loop(self, axis, overlap):
        return np.linalg.det(overlap[..., :self.nocc, :self.nocc]).prod(axis=axis)


def symmetry(lattice, tau, candidates):
    """Operations found, projector on allowed tensors, free components."""
    inv, n = np.linalg.inv(lattice), len(tau)
    proj, count = np.zeros((9 * n, 9 * n)), 0
    for rot in candidates:
        for target in range(n):
            image = tau @ rot.T + tau[target] - rot @ tau[0]
            f = (image[:, None] - tau[None]) @ inv
            same = (abs(f - np.round(f)) < 1e-6).all(-1)
            if same.any(1).all():
                for a, b in enumerate(same.argmax(1)):
                    proj[9*b:9*b+9, 9*a:9*a+9] += np.kron(rot, rot)
                count += 1
                break
    proj /= count
    total = np.tile(np.eye(9), (1, n))                # sum over atoms is zero
    rank = np.linalg.matrix_rank(np.vstack([proj - np.eye(9*n), total]), tol=1e-8)
    return count, proj, 9 * n - rank


# ---------- structures and round model parameters ----------
a, c, u = 0.44, 0.50, 0.22
se_lat = np.array([[a, 0, 0], [-a/2, a*np.sqrt(3)/2, 0], [0, 0, c]])
se_tau = np.array([[u, 0, 1/3], [0, u, 2/3], [-u, -u, 0]]) @ se_lat
hop = dict(ss=-1.8, sp=1.9, sigma=3.5, pi=-0.8, d0=0.236, w=0.18)
se = Crystal(se_lat, se_tau, [4, 4, 4], hop, 0.40)
a_si = 0.543
si_lat = a_si / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0.]])
si_tau = np.array([[0, 0, 0], [a_si/4] * 3])
si_hop = dict(hop, sigma=3.0, d0=0.235)

# ---------- what symmetry allows ----------
hexagonal = []
for n in range(6):
    co, si_ = np.cos(n*np.pi/3), np.sin(n*np.pi/3)
    for s, t in itertools.product([1, -1], repeat=2):
        hexagonal.append(np.array([[co, -si_, 0], [si_, co, 0], [0, 0, 1]])
                         @ np.diag([1, s, t]))
cubic = [np.diag(s) @ np.eye(3)[list(p)] for p in itertools.permutations(range(3))
         for s in itertools.product([1, -1], repeat=3)]
se_ops, se_proj, se_free = symmetry(se_lat, se_tau, hexagonal)
si_ops, _, si_free = symmetry(si_lat, si_tau, cubic)
rng = np.random.default_rng(1)
tri_lat = np.eye(3) + 0.3 * rng.random((3, 3))
tri_ops, _, tri_free = symmetry(tri_lat, rng.random((2, 3)), [np.eye(3), -np.eye(3)])
assert (se_ops, se_free) == (6, 3)
assert (si_ops, si_free) == (48, 0)
assert (tri_ops, tri_free) == (2, 0)

# ---------- selenium structure: linear response and mesh convergence ----------
resp, pop, gap = se.response([16] * 3)
born, eps = se.born(resp, pop), se.epsilon(resp)
resp12, pop12, _ = se.response([12] * 3)
mesh_shift = abs(se.born(resp12, pop12) - born).max()
eps_shift = abs(se.epsilon(resp12) - eps).max()
assert gap > 0.1
assert mesh_shift < 0.02
assert np.allclose(se_proj @ born.ravel(), born.ravel(), atol=1e-6)
z0 = born[0]
assert abs(z0[0, 0] + z0[1, 1]) < 1e-6 and abs(z0[2, 2]) < 1e-6
assert min(abs(z0[0, 0]), abs(z0[1, 2]), abs(z0[2, 1])) > 1e-3

# ---------- Berry phase and small-q density response ----------
h, still, level0 = 5e-4, np.zeros((3, 3)), np.zeros(3)
berry_error = eps_error = 0.0
for axis in range(3):
    mesh = [4, 4, 4]
    mesh[axis] = 60
    r_m, p_m, _ = se.response(mesh)
    b = se.recip[axis]
    unit = b / np.linalg.norm(b)
    for beta in range(3):
        move = still.copy()
        move[0, beta] = h
        plus = se.loop(axis, se.strings(axis, mesh, move, level0)[2])
        minus = se.loop(axis, se.strings(axis, mesh, -move, level0)[2])
        slope = np.angle(plus * minus.conj()).mean() / (2 * h)
        z_berry = (4 * b[beta] + 2 * slope) / np.linalg.norm(b)
        z_linear = unit @ se.born(r_m, p_m)[0][:, beta]
        berry_error = max(berry_error, abs(z_berry - z_linear))
    e, v, over = se.strings(axis, mesh, still, level0)
    nv = se.nocc
    de = np.roll(e, -1, axis=axis)[..., None, nv:] - e[..., :nv, None]
    q2 = (b @ b) / 60**2
    chi = 4 * (abs(over[..., :nv, nv:])**2 / de).sum() / np.prod(mesh) / q2
    eps_q = 1 + 4 * np.pi * K * chi / se.volume
    eps_error = max(eps_error, abs(eps_q / (unit @ se.epsilon(r_m) @ unit) - 1))
assert berry_error < 0.02          # string spacing error, second order
assert eps_error < 0.02            # finite q error, second order

# ---------- self-consistent site charging against finite displacement ----------
u_site, mesh = 4.0, [4, 4, 60]
loops = []
for sign in (1, -1):
    move, shift = still.copy(), np.zeros(3)
    move[0, 1] = sign * h
    for _ in range(20):
        _, v, over = se.strings(2, mesh, move, shift)
        shift = 0.5 * shift + 0.5 * u_site * (se.population(v) - 4)
    loops.append(se.loop(2, over))
z_scf = 2 * np.angle(loops[0] * loops[1].conj()).mean() / (2*h) / se.recip[2, 2]
r_m, p_m, _ = se.response(mesh)
z_formula = se.born(se.charging(r_m, u_site), p_m)[0][2, 1]
scf_error = abs(z_scf - z_formula)
assert scf_error < 0.02

# ---------- isolated chains ----------
# Bands of an isolated chain depend only on the wavevector along the chain.
chain_mesh = [1, 1, 60]
chain = Crystal(se_lat, se_tau, [4]*3, hop, 0.40, skip=(0.30, 0.36))
r_c, p_c, _ = chain.response(chain_mesh)
z_chain = chain.born(r_c, p_c)[0]
assert abs(z_chain[2, 1]) < 1e-6       # rotation about the chain axis
# Nearest-neighbour sigma bonds alone keep every atom neutral: Z vanishes.
sigma_chain = Crystal(se_lat, se_tau, [4]*3, dict(hop, pi=0.0), 0.30)
r_c, p_c, _ = sigma_chain.response(chain_mesh)
z_sigma = abs(sigma_chain.born(r_c, p_c)).max()
assert z_sigma < 1e-6
# The other hops lift that zero in the plane, by an amount not known beforehand.
assert max(abs(z_chain[0, 0]), abs(z_chain[1, 2])) > 1e-5

# ---------- silicon and a diatomic counterpart ----------
silicon = Crystal(si_lat, si_tau, [4, 4], si_hop, 0.30, s_level=-7.0)
r_s, p_s, _ = silicon.response([8] * 3)
z_si = abs(silicon.born(r_s, p_s)).max()
unlike = Crystal(si_lat, si_tau, [3, 5], si_hop, 0.30, s_level=-7.0,
                 site_shift=[1.5, -1.5])
r_u, p_u, _ = unlike.response([8] * 3)
z_unlike = unlike.born(r_u, p_u)[0][0, 0]
assert z_si < 1e-6
assert abs(z_unlike) > 0.1

# ---------- the longitudinal field from direct dipole sums ----------


def dipole_field(nxy, nz, radius):
    """Field at a site, along z, of unit z dipoles on the cell lattice."""
    x, y = np.meshgrid(np.arange(-nxy, nxy+1), np.arange(-nxy, nxy+1))
    rho2 = (a**2 * (x**2 + y**2 - x*y)).ravel().astype(float)
    rho2 = rho2[rho2 < radius**2]
    total = 0.0
    for n in range(-nz, nz + 1):
        z2 = (n * c)**2
        r2 = rho2 + z2
        r2 = r2[r2 > 1e-9]
        total += ((3*z2 - r2) / r2**2.5).sum()
    return total


field = dipole_field(350, 1, 300*a) - dipole_field(5, 2000, 4.2*a)
field_ratio = field / (-4 * np.pi / se.volume)
assert abs(field_ratio - 1) < 0.01     # finite disc radius

# ---------- phonons at the zone centre ----------
mass, k_bond, k_second, k_inter = 79.0, 150.0, 15.0, 10.0
force = np.zeros((9, 9))
lengths = np.linalg.norm(se.d, axis=1)
for i, j, d, r in zip(se.i, se.j, se.d, lengths):
    spring = k_bond if r < 0.30 else k_inter if r < 0.36 else k_second
    block = spring * 1e-18 / sc.e * np.outer(d, d) / r**2
    force[3*i:3*i+3, 3*i:3*i+3] += block
    force[3*i:3*i+3, 3*j:3*j+3] -= block


def wavenumber(w2):
    omega = np.sqrt(np.asarray(w2) * sc.e * 1e18 / sc.atomic_mass)
    return omega / (2 * np.pi * sc.c * 100)


to2, vec = np.linalg.eigh(force / mass)
assert abs(to2[:3]).max() < 1e-8 * to2[-1] and to2[3] > 1e-3 * to2[-1]


def split(z, ep):
    """TO and LO squared frequencies of A2 (q along z) and E (q along x)."""
    dip = np.hstack(list(z)) @ vec                     # dipole of each mode
    out = []
    for axis in (2, 0):
        zq = np.hstack([z[m][axis] for m in range(3)])
        extra = 4 * np.pi * K / se.volume * np.outer(zq, zq) / ep[axis, axis]
        w2, e_lo = np.linalg.eigh((force + extra) / mass)
        lo = w2[abs(e_lo.T @ zq) > 1e-5]
        planar = np.hypot(dip[0], dip[1])
        pick = abs(dip[2]) > 1e-5 if axis == 2 else planar > 1e-5
        pick[:3] = False
        to = to2[pick]
        out += [to if axis == 2 else to[::2], lo]
    return out, dip


(a2_to, a2_lo, e_to, e_lo), dip = split(born, eps)
assert [len(x) for x in (a2_to, a2_lo, e_to, e_lo)] == [1, 1, 2, 2]
silent = [m for m in range(3, 9) if np.linalg.norm(dip[:, m]) < 1e-6]
assert len(silent) == 1
radial = np.array([[t[0], t[1], 0] for t in se_tau])
radial /= np.linalg.norm(radial)
tangent = np.cross([0, 0, 1], radial)
a2_index = int(np.argmax(abs(dip[2, 3:]))) + 3
assert abs(abs(vec[:, silent[0]] @ radial.ravel()) - 1) < 1e-6
assert abs(abs(vec[:, a2_index] @ tangent.ravel()) - 1) < 1e-6

# zeros of the dielectric function, and static dielectric constants
pref = 4 * np.pi * K / se.volume
strength = [pref / mass * (dip[0, abs(to2 - x) < 1e-6*x]**2).sum() for x in e_to]


def eps_x(w2):
    return eps[0, 0] + sum(s / (x - w2) for s, x in zip(strength, e_to))


top = e_to[1] + 1.1 * sum(strength) / eps[0, 0]
zeros = [brentq(eps_x, e_to[0]*(1+1e-12), e_to[1]*(1-1e-12), xtol=1e-10),
         brentq(eps_x, e_to[1]*(1+1e-12), top, xtol=1e-10)]
assert np.allclose(zeros, e_lo, rtol=1e-6)
zall = np.hstack(list(born))
eps_static = eps + pref * zall @ np.linalg.pinv(force, rcond=1e-9) @ zall.T
assert np.isclose(np.prod(e_lo/e_to), eps_static[0, 0]/eps[0, 0], rtol=1e-6)
assert np.isclose(a2_lo[0]/a2_to[0], eps_static[2, 2]/eps[2, 2], rtol=1e-6)

# ---------- neglected effects and sensitivity ----------
variants = [("site charging", se.born(se.charging(resp, u_site), pop),
             se.epsilon(se.charging(resp, u_site)), gap)]
s_level, sp_dipole, w_short = -10.0, 0.06, 0.16
with_s = Crystal(se_lat, se_tau, [6]*3, hop, 0.40, s_level=s_level,
                 sp_dipole=sp_dipole)
shorter = Crystal(se_lat, se_tau, [4]*3, dict(hop, w=w_short), 0.40)
for name, model in (("s shell added", with_s), ("shorter hops", shorter)):
    r_v, p_v, g_v = model.response([12] * 3)
    assert g_v > 0
    variants.append((name, model.born(r_v, p_v), model.epsilon(r_v), g_v))
omega = 2 * np.pi * sc.c * 100 * wavenumber(a2_to[0])
holes = sc.epsilon_0 * eps[2, 2] * sc.m_e * omega**2 / sc.e**2 * 1e-6
q_light = np.sqrt(eps_static[0, 0]) * omega / sc.c * 1e-9
rotation = 0.001
p_rot = abs(sum(born[m][2] @ (tangent[m] * np.sqrt(3)) for m in range(3)))
p_rot *= rotation / se.volume * sc.e * 1e18 * 100      # uC/cm2

# ---------- output ----------
print(f"Cell: a {a:.2f} nm, c {c:.2f} nm, u {u:.2f}, volume {se.volume:.5f} nm^3")
print(f"Distances: bond {lengths.min():.4f} nm, between chains "
      f"{lengths[(lengths > .3) & (lengths < .36)].min():.4f} nm, "
      f"second in chain {lengths.max():.4f} nm")
print(f"Hops at {hop['d0']} nm: sigma {hop['sigma']} eV, pi {hop['pi']} eV; "
      f"Gaussian range {hop['w']} nm")
print(f"Springs: bond {k_bond:.0f}, second {k_second:.0f}, "
      f"between chains {k_inter:.0f} N/m; mass {mass:.0f} u")
print(f"Symmetry operations, free Born components: Se {se_ops}, {se_free}; "
      f"Si {si_ops}, {si_free}")
print(f"Random cell, two identical atoms: {tri_ops} operations, {tri_free} free")
print(f"Gap on 16^3 mesh: {gap:.3f} eV")
print("Born tensor of first atom (e), rows = dipole direction:")
for row in z0:
    print("  " + "  ".join(f"{x + 0.0:8.4f}" for x in np.round(row, 6)))
print(f"eps_inf: xx {eps[0, 0]:.3f}, zz {eps[2, 2]:.3f}")
print(f"eps_static: xx {eps_static[0, 0]:.3f}, zz {eps_static[2, 2]:.3f}")
print(f"Shift 12^3 to 16^3 mesh: Z {mesh_shift:.1e} e, eps {eps_shift:.1e}")
print(f"Largest Berry-phase minus linear-response Z: {berry_error:.1e} e")
print(f"Largest relative eps error from small-q response: {eps_error:.1e}")
print(f"Slab-minus-needle field over -4 pi P: {field_ratio:.4f}")
print(f"Isolated chains: Zxx {z_chain[0, 0]:.5f}, Zyz {z_chain[1, 2]:.5f} e, "
      f"|Zzy| {abs(z_chain[2, 1]):.0e} e")
print(f"Isolated chains, sigma bonds only: largest |Z| {z_sigma:.0e} e")
print(f"Silicon-like crystal: largest |Z| {z_si:.0e} e")
print(f"Same lattice, unlike atoms (cores 3 and 5): Z {z_unlike:.3f} e")
print(f"A1 (no dipole): {wavenumber(to2[silent[0]]):.2f} cm^-1")
for name, t, l in (("A2, q along z", a2_to[0], a2_lo[0]),
                   ("E lower, q along x", e_to[0], e_lo[0]),
                   ("E upper, q along x", e_to[1], e_lo[1])):
    t, l = wavenumber(t), wavenumber(l)
    print(f"{name}: TO {t:.3f}, LO {l:.3f}, splitting {l-t:.3f} cm^-1")
print(f"Polarization for {rotation} nm tangential shift: {p_rot:.3f} uC/cm2")
print(f"Variants: U {u_site} eV; s level {s_level} eV, s-p dipole {sp_dipole} "
      f"e nm; range {w_short} nm")
for name, z, ep, g in variants:
    (t1, l1, t2, l2), _ = split(z, ep)
    print(f"{name}: gap {g:.2f} eV, Zxx {z[0][0, 0]:.3f}, Zyz {z[0][1, 2]:.3f}, "
          f"Zzy {z[0][2, 1]:.3f} e")
    s1 = wavenumber(l1) - wavenumber(t1)
    s2 = wavenumber(l2) - wavenumber(t2)
    print(f"  eps xx {ep[0, 0]:.2f}, zz {ep[2, 2]:.2f}; splittings A2, E, E: "
          + ", ".join(f"{x:.3f}" for x in [*s1, *s2]) + " cm^-1")
print(f"Site-charging formula minus self-consistent displacement: {scf_error:.1e} e")
print(f"Hole density with plasma frequency at A2 TO (free mass): {holes:.2e} cm^-3")
print(f"Light wavevector at A2 TO: {q_light:.2e} nm^-1, "
      f"{q_light*c/np.pi:.1e} of zone boundary")
print("ALL CHECKS PASSED")
```

Output:

```
Cell: a 0.44 nm, c 0.50 nm, u 0.22, volume 0.08383 nm^3
Distances: bond 0.2364 nm, between chains 0.3489 nm, second in chain 0.3731 nm
Hops at 0.236 nm: sigma 3.5 eV, pi -0.8 eV; Gaussian range 0.18 nm
Springs: bond 150, second 15, between chains 10 N/m; mass 79 u
Symmetry operations, free Born components: Se 6, 3; Si 48, 0
Random cell, two identical atoms: 2 operations, 0 free
Gap on 16^3 mesh: 1.409 eV
Born tensor of first atom (e), rows = dipole direction:
    0.0394    0.0000    0.0000
    0.0000   -0.0394    1.0413
    0.0000    0.4858    0.0000
eps_inf: xx 4.163, zz 8.085
eps_static: xx 4.590, zz 9.111
Shift 12^3 to 16^3 mesh: Z 1.3e-07 e, eps 4.6e-05
Largest Berry-phase minus linear-response Z: 6.2e-04 e
Largest relative eps error from small-q response: 7.2e-04
Slab-minus-needle field over -4 pi P: 0.9943
Isolated chains: Zxx -0.46993, Zyz 0.80975 e, |Zzy| 1e-10 e
Isolated chains, sigma bonds only: largest |Z| 1e-12 e
Silicon-like crystal: largest |Z| 1e-16 e
Same lattice, unlike atoms (cores 3 and 5): Z 1.963 e
A1 (no dipole): 235.38 cm^-1
A2, q along z: TO 71.597, LO 76.005, splitting 4.408 cm^-1
E lower, q along x: TO 111.313, LO 115.392, splitting 4.079 cm^-1
E upper, q along x: TO 276.737, LO 280.303, splitting 3.566 cm^-1
Polarization for 0.001 nm tangential shift: 0.279 uC/cm2
Variants: U 4.0 eV; s level -10.0 eV, s-p dipole 0.06 e nm; range 0.16 nm
site charging: gap 1.41 eV, Zxx 0.311, Zyz 0.373, Zzy 0.486 e
  eps xx 3.11, zz 8.09; splittings A2, E, E: 4.408, 5.132, 0.047 cm^-1
s shell added: gap 1.84 eV, Zxx 0.181, Zyz 0.857, Zzy 0.321 e
  eps xx 3.33, zz 6.37; splittings A2, E, E: 2.472, 6.437, 2.164 cm^-1
shorter hops: gap 1.64 eV, Zxx -0.361, Zyz 1.150, Zzy 0.203 e
  eps xx 3.15, zz 7.17; splittings A2, E, E: 0.890, 0.435, 9.765 cm^-1
Site-charging formula minus self-consistent displacement: 9.1e-05 e
Hole density with plasma frequency at A2 TO (free mass): 4.62e+17 cm^-3
Light wavevector at A2 TO: 9.64e-05 nm^-1, 1.5e-05 of zone boundary
ALL CHECKS PASSED
```
